The half-half chi-square law for detecting an absent film

A film that may not be there can be sought by fitting its thickness d and asking how much the fit improves over d = 0. If twice the gain in log-likelihood is compared with 3.84, the 5% point of chi-square with one degree of freedom, the false-alarm rate on bare surfaces is, for large counts, not 5% but 2.5%. The price is paid in missed films: in the example below, a film that a true 5% test finds 95% of the time is found 91% of the time. The cause is that a thickness cannot be negative. On a bare surface, about half of all data sets would be fitted best by a negative thickness, and for these the improvement is zero.

Let the data be independent Poisson counts n_k with means μ_k(d,η), where d ≥ 0 and η stands for the nuisance parameters, such as the level and slope of a background. Apart from terms free of the parameters, the log-likelihood is

ℓ(d,η) = Σ_k [n_k ln μ_k − μ_k].

The statistic is

Λ = 2 [ max over d ≥ 0 and η of ℓ(d,η) − max over η of ℓ(0,η) ].

The claim is that on a bare surface, for large counts, Λ is zero with probability ½ and follows chi-square with one degree of freedom with probability ½. No physical constants enter the algebra.

"Large counts" means that all means grow in proportion to an exposure N while their ratios stay fixed. I assume that the model is correct, that the means are positive and smooth in the parameters (for d, on the side d ≥ 0), and that the parameters range over a bounded region. The true η₀ lies inside its range, and no other parameter values reproduce the true means. A wrong parameter point then lowers the expected log-likelihood by an amount of order N, against fluctuations of order √N, so the maximum lies close to the truth and a local expansion suffices.

The first derivatives at the truth (0,η₀) form the score. With a and b labelling any of the parameters,

U_a = Σ_k (n_k/μ_k − 1) ∂_a μ_k.

Its mean is zero because the mean of n_k is μ_k. Since the variance of n_k is also μ_k, and different counts are independent, its covariance is

I_ab = Σ_k (∂_a μ_k)(∂_b μ_k)/μ_k,

which is the Fisher information. A Poisson count of large mean is nearly normal, hence so is U. The second derivatives are

∂_a∂_b ℓ = Σ_k [ (n_k/μ_k − 1) ∂_a∂_b μ_k − n_k (∂_a μ_k)(∂_b μ_k)/μ_k² ].

Their mean is −I_ab, of order N, and they fluctuate by order √N. The relevant displacements from the truth are of order 1/√N, so replacing the second derivatives by −I_ab costs an error of order (1/N)·√N = 1/√N. The cubic term, of order N·N^(−3/2), is equally small. Writing v = η − η₀, we have to leading order

ℓ − ℓ₀ = d U_d + vᵀU_η − ½ d² I_dd − d vᵀI_ηd − ½ vᵀI_ηη v.

The nuisance parameters are removed first, at fixed d. Setting the derivative with respect to v to zero gives

U_η − d I_ηd − I_ηη v = 0, so v = I_ηη⁻¹ (U_η − d I_ηd).

This v can point in any direction, which is why η₀ has to lie inside its range. Putting it back, the terms in v add up to half of their linear part:

ℓ − ℓ₀ = d U_d − ½ d² I_dd + ½ (U_η − d I_ηd)ᵀ I_ηη⁻¹ (U_η − d I_ηd).

The last term, multiplied out, is

½ U_ηᵀI_ηη⁻¹U_η − d I_dη I_ηη⁻¹U_η + ½ d² I_dη I_ηη⁻¹I_ηd.

Its first part does not contain d. It is the gain from fitting the nuisance parameters without a film, and it cancels when the value at d = 0 is subtracted. What remains is the gain due to the film:

G(d) = d U* − ½ d² I*,

U* = U_d − I_dη I_ηη⁻¹ U_η,

I* = I_dd − I_dη I_ηη⁻¹ I_ηd.

U* is the part of the thickness score that a change of background cannot imitate. Its variance follows from the covariance of U:

Var U* = I_dd − 2 I_dη I_ηη⁻¹I_ηd + I_dη I_ηη⁻¹ I_ηη I_ηη⁻¹I_ηd = I*.

The same I* thus sets both the curvature of the gain and the variance of its slope. If I* is positive, Z = U*/√I* is a standard normal variable in the limit.

The constraint now enters. Completing the square gives

G(d) = U*²/(2I*) − ½ I* (d − U*/I*)².

If U* > 0, the maximum lies at d = U*/I*, which is allowed, and twice the gain is U*²/I* = Z². If U* ≤ 0, the vertex lies at zero or at negative thickness, G falls for all d > 0, and the best allowed value is d = 0 with no gain. Both cases are contained in

Λ = [max(0, Z)]².

By the symmetry of Z, the probability of Λ = 0 is ½. For any c > 0,

P(Λ > c) = P(Z > √c) = 1 − Φ(√c) = ½ P(Z² > c),

where Φ is the standard normal distribution function. This is the half-half law. For a false-alarm rate α below ½ the threshold is c = z², with z the normal quantile at 1 − α. For α = 0.05,

z = 1.645, c = 2.71.

The value 3.84 is the square of 1.960, which leaves 2.5% in each tail, and Λ responds to one tail alone. If d could take both signs and the signal were linear in it, Λ would be Z² and 3.84 would be right; 2.71 would then give 10% false alarms. Minimizing the squared misfit numerically for 2000 equally probable values of normal noise reproduces this: 2.71 is exceeded in 5.0% of cases for a nonnegative thickness and in 10.0% for a signed one, and 3.84 in 5.0% for the signed one.

The elimination of the background was tested on 40,000 simulated spectra of 24 channels with no film. The true background was 150(1 + 0.2x) counts per channel, with x running from −1 to 1. Its level and slope were fitted together with a Gaussian peak of fixed shape, centred at x = 0.3 with standard deviation 0.2. The fraction with Λ = 0 was 0.503, and the fraction above 2.71 was 0.0485. With the peak area left free to take either sign, its variance was 1.00 times 1/I*, but 1.77 times the value expected for a known background. Not knowing the background therefore costs information, but leaves the threshold alone.

A model with two counts makes everything explicit. Suppose a TiO2 film is sought through its Ti 2p photoelectron line. A window on the line collects n₁ counts, and background windows collect n₂, with means

μ₁ = B + s, μ₂ = τB, s = S(1 − e^(−d/L)).

B is the unknown background in the line window, τ the known ratio of background exposures, S the signal of a very thick film, and L the effective attenuation length along the surface normal. Since s rises steadily with d, maximizing over d ≥ 0 is the same as maximizing over 0 ≤ s < S.

With s free, both means can be fitted perfectly:

B = n₂/τ, s = n₁ − n₂/τ.

Let this s lie between 0 and S. Without a film, the condition on B is

(n₁ + n₂)/B − (1 + τ) = 0, so B₀ = (n₁ + n₂)/(1 + τ).

The terms −μ₁ − μ₂ add up to −(n₁ + n₂) in both fits and cancel, leaving

Λ = 2 [ n₁ ln(n₁/B₀) + n₂ ln(n₂/(τB₀)) ] for n₁ > n₂/τ.

If n₁ ≤ n₂/τ, the free optimum has s ≤ 0. The log-likelihood is concave in B and s, because it consists of logarithms of linear expressions minus linear terms. Its maximum over B is then concave in s and cannot rise beyond its peak, so s = 0 is the best allowed value and Λ = 0.

Neither S nor L appears in Λ. An error in the calibration of the film signal cannot change the false-alarm rate of this test, provided the fitted s stays below S. It does change the thickness inferred from a given signal.

The information at d = 0 follows from the derivatives of the two means. In terms of s and B,

I_ss = 1/B, I_sB = 1/B, I_BB = 1/B + τ²/(τB) = (1 + τ)/B.

Hence the efficient information on s is

1/B − (1/B)² · B/(1 + τ) = τ/[B(1 + τ)] = 1/[B(1 + 1/τ)].

Its inverse, B + B/τ, is the variance of n₁ − n₂/τ, as it should be. Since ds/dd = S/L at d = 0, the information on thickness is

I* = (S/L)² / [B(1 + 1/τ)].

Take the round values B = 2000, S = 8000, τ = 2 and L = 2 nm. The slope S/L is 4000 counts per nm and the variance of the excess is 3000, so

I* = 4000²/3000 = 5333 nm⁻², 1/√I* = 0.0137 nm.

For these values the null law can be computed by summing the Poisson probabilities of the count pairs, without a normal approximation. The probability of Λ = 0 is 0.502, and the false-alarm rates are 4.99% at 2.71 and 2.49% at 3.84. With a background of 3 counts instead of 2000, the probability of Λ = 0 rises to 0.56 and the rate at 2.71 to 6.2%. At such low counts the threshold should come from the Poisson sums themselves, and because B is unknown the result has to be examined over the plausible range of B.

Now let the chosen counts be n₁ = 2100 and n₂ = 4000. The excess is 2100 − 4000/2 = 100 counts, and B₀ = 6100/3 = 2033.33. Then

Λ = 2 [ 2100 ln(2100/2033.33) + 4000 ln(4000/4066.67) ] = 3.26.

This lies above 2.71 and below 3.84. The half-half law gives a p-value of 0.035, the ordinary chi-square law 0.071. At a 5% level fixed in advance, the absence of a film is rejected by the correct test and retained by the other. The fitted thickness is

d = −L ln(1 − 100/8000) = 0.025 nm,

with a standard error of about 0.014 nm. The data speak against a signal of zero, but they measure the thickness poorly.

To find what the test can detect, let a film of small thickness δ, of order 1/√N, be present. The mean of n_k shifts by δ ∂_d μ_k, so the score acquires the mean

E U_a = δ Σ_k (∂_d μ_k)(∂_a μ_k)/μ_k = δ I_ad.

Inserting this in the definition of U* gives

E U* = δ (I_dd − I_dη I_ηη⁻¹I_ηd) = δ I*.

To leading order the variance is unchanged, and Z is normal with mean δ√I* and unit variance. The probability of detection at threshold 2.71 is

P(Z > 1.645) = Φ(δ√I* − 1.645).

It is ½ when δ√I* = 1.645, here at 0.0225 nm. It reaches 95% when δ√I* = 2 × 1.645, that is, at

δ = 3.290 × 0.01369 nm = 0.0450 nm.

The Poisson sums give 0.0466 nm, or 0.466 angstrom, which is 3.5% above the formula. Two effects dropped at leading order act in this direction. The 184 counts that such a film contributes add their own variance to the 3000, and the signal rises less than linearly with thickness. These raise the limit by 1.5% and 1.1%, together 2.7%. The remainder arises because Λ is not a fixed cut on the excess n₁ − n₂/τ: it gauges the noise from the observed counts themselves.

With 3.84, the thickness for 95% detection is (1.960 + 1.645)/√I* = 0.0494 nm by the formula and 0.0512 nm by the sums. The difference can be expressed as counting time. At fixed τ, both S and B grow in proportion to time, so I* does too, and the detectable thickness falls as the inverse square root of time. To recover the sensitivity lost by using 3.84, the time must be multiplied by

[(1.960 + 1.645)/(2 × 1.645)]² = 1.20.

The Poisson sums confirm this: at 0.0466 nm the power with 3.84 is 0.91, and it returns to 0.950 when all mean counts are raised by this factor.

The background exposure is a second matter of design. For a fixed count in the line window, the factor 1 + 1/τ is 1.5 at τ = 2 and tends to 1 for a perfectly known background. Even unlimited background data would thus lower the leading-order detection limit only by the factor √(1/1.5) = 0.82. If instead a fixed total time T is divided between a time t₁ on the sample and t₂ on a film-free reference with the same background rate b, the variance of the net rate for a vanishing film is

b/t₁ + b/t₂ = bT/(t₁t₂).

It is smallest when t₁t₂ is largest, which means equal times.

The derivation relied on a signal that starts linearly. If it starts as s = κd² with κ > 0, the derivative with respect to d vanishes at d = 0, I* is zero, and the expansion in d fails. With θ = d² as the parameter, the signal is linear again and θ ≥ 0, so the same law holds. It holds even if the fit lets d take both signs, because d² still cannot produce a negative signal. The direct minimization described above, repeated for this case with both signs allowed, gives Λ = 0 in half of the cases and Λ > 2.71 in 5.0%. What decides the law is therefore the range of signals the model can produce, not the sign of the parameter. The sensitivity does change: the detectable θ falls as N^(−1/2), so the detectable thickness falls as N^(−1/4), and halving it takes sixteen times the counts.

A different failure occurs when the film has an unknown property φ that alters the shape of its signal, such as the position of a line. At d = 0 there is no film for φ to describe, so the data cannot fix it. Each φ has its own variable Z(φ), and the fit selects the best:

Λ = max over φ of [max(0, Z(φ))]².

This is never smaller than the value for one φ chosen beforehand, so 2.71 gives at least 5% false alarms in the large-count limit, and more if different φ respond to different fluctuations. The threshold must then be found for the whole search, for instance by simulating bare surfaces. The law can also fail when a nuisance parameter sits at the edge of its own range, because v is then no longer free to move both ways.

For a real photoelectron measurement, an attenuation length of about 2 nm is a rough typical value for this line in an oxide under Al Kα or Mg Kα excitation (it depends on the kinetic energy, being below 1 nm for photons near 650 eV and several nanometres for hard X-rays), and the counts represent a short scan; longer acquisitions can collect far more. A molecular layer of oxide is roughly a few tenths of a nanometre thick, so 0.047 nm does not describe a continuous film. It is a mean thickness, equivalent to a fraction of a layer. If the same material gathers in islands of height h = 1 nm, the area fraction f needed for the signal s follows from s = fS(1 − e^(−h/L)), and the mean thickness fh at the detection limit becomes 0.059 nm, about a quarter more than for the uniform model. With S held fixed, for instance because it was measured on a thick film, an attenuation length 10% larger raises the limit by 10%, to 0.051 nm. If S is instead calculated from a fixed density of titanium atoms, it grows in proportion to L, the slope S/L stays the same, and the limit hardly changes. The film also weakens the background from the substrate. If both windows are attenuated like the line, the background falls by 2.3% at the detection limit and the power changes from 0.950 to 0.954, which is negligible here. Ti 2p electrons that lose energy in the film appear on the high-binding-energy side of the line. Background windows placed there would count part of the film signal as background and lower the power. Windows on the low-binding-energy side avoid this, but the ratio τ must then account for any slope of the background under the line.

The test also relies on the known ratio τ, and a small error in it matters. Suppose the background windows really collect 1% less than τB. The estimated background is then 20 counts too low, which imitates a film of 0.005 nm. That is well below the detection limit, yet it shifts Z by 20/√3000 = 0.37 and doubles the false-alarm rate to 10%. Longer counting makes this worse, because the false excess grows in proportion to time and its noise as the square root. The ratio should therefore be measured on bare samples, and its uncertainty included as a nuisance parameter constrained by those data. Even then, a significant result is evidence only of an excess in the Ti 2p window, and at the 5% level about one bare surface in twenty gives such a result by chance. That rate holds for raw Poisson counts. Intensities rescaled by a factor, as count rates or by a detector gain, multiply Λ by the same factor: a factor of 2 raises the rate at 2.71 to 12%, and a factor of ½ lowers it to 1%. Whether it comes from a TiO2 film or from titanium contamination has to be settled by other evidence. The numerical output below lists most of the values used here.

Numbers as computed

```
Half-half 5% threshold: 2.7055
Ordinary chi-square 5% threshold: 3.8415
Normal 95% quantile: 1.6449
Normal 97.5% quantile: 1.9600
Background in peak window B: 2000 counts
Thick-film signal S: 8000 counts
Effective attenuation length L: 2.0 nm
Background exposure ratio: 2.0
Exact null probability of Lambda=0: 0.5024
Exact false-alarm rate at 2.71: 0.0499
Exact false-alarm rate at 3.84: 0.0249
Low-count case B: 3 counts
Low-count probability of Lambda=0: 0.5635
Low-count false-alarm rate at 2.71: 0.0623
Simulated spectra: 40000
Spectra: fraction with Lambda=0: 0.5030
Spectra: false-alarm rate at 2.71: 0.0485
Spectra: signal variance x efficient info: 1.0014
Spectra: signal variance x fixed-bkg info: 1.7678
Spectra: median |Lambda-Z^2| for Z>0: 0.0066
Nonnegative linear signal, rate at 2.71: 0.0500
Signed linear signal, rate at 2.71: 0.1000
Signed linear signal, rate at 3.84: 0.0500
Quadratic onset, fraction Lambda=0: 0.5000
Quadratic onset, rate at 2.71: 0.0500
Efficient information: 5333.3 nm^-2
Thickness standard error, formula: 0.01369 nm
Thickness standard error, exact sum: 0.01369 nm
95%-power limit at 2.71, formula: 0.04505 nm
95%-power limit at 2.71, exact sum: 0.04662 nm
Same exact limit: 0.466 angstrom
95%-power limit at 3.84, formula: 0.04936 nm
95%-power limit at 3.84, exact sum: 0.05124 nm
Film signal at the exact 2.71 limit: 184.3 counts
Power at that limit with 3.84: 0.9085
Counting-time factor needed with 3.84: 1.2007
Power with 3.84 after longer count: 0.9501
Sample peak-window count: 2100 counts
Sample background-window count: 4000 counts
Sample excess: 100.0 counts
Sample pooled background B0: 2033.33 counts
Sample fitted thickness: 0.02516 nm
Sample Lambda: 3.2612
Sample p-value, half-half law: 0.0355
Sample p-value, ordinary chi-square: 0.0709
Assumed background-ratio error: 1.0 %
False-alarm rate with that error: 0.1004
Thickness bias from that error: 0.00500 nm
Assumed island height: 1.0 nm
Mean-thickness limit for islands: 0.05856 nm
Background transmission at film limit: 0.9770
Power with attenuated background: 0.9537
Assumed attenuation-length error: 10 %
Limit if L is larger by that error: 0.05128 nm
```
